# Finite-grid error of the classical harmonic free energy of a crystal: test program

```python
# Classical harmonic free energy per cell on a Gamma-centred N^3 grid (hbar = 1).
# g(q) = sum_s ln(beta omega_s) = 0.5 ln det(beta^2 D(q)),  f = kT <g>_BZ,
# f_N = kT N^-3 sum over the grid with the three zero modes dropped.
# Result under test:  f_N - f = kT N^-3 [3 ln N + C] + O(N^-5),
#   C = -3 ln(beta cbar kappa) + 3 lam + alpha,  kappa = 2 pi / Omega^(1/3),
#   3 ln cbar = angular mean of sum_s ln c_s(qhat),  a = sum_s ln c_s - 3 ln cbar,
#   lam = Z[ln|y|], alpha = Z[a],  Z[u] = (sum over y != 0) - (integral), smooth cutoff,
#   y: reciprocal lattice scaled to unit covolume, r: its dual lattice.
# The reference f is a Gauss quadrature on pyramids with apex at Gamma.
import numpy as np
from scipy import constants as sc
from scipy.special import exp1, gammaincc, gamma, gammaln, digamma
from numpy.polynomial.legendre import leggauss
pi = np.pi

hartree = sc.physical_constants['Hartree energy'][0]
meV = 1e3 * hartree / sc.e
a0, k, mass_u, T = 7.0, 0.02, 60.0, 600.0
m = mass_u * sc.atomic_mass / sc.m_e
kT = sc.k * T / hartree
beta = 1 / kT
A1 = a0 / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
Omega = abs(np.linalg.det(A1))
Brec = 2 * pi * np.linalg.inv(A1).T
kappa = 2 * pi / Omega ** (1 / 3)
Y = Brec / kappa
bonds = a0 / 2 * np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1], [1, 0, -1], [0, 1, 1], [0, 1, -1]], float)
def dyads(v):
    u = v / np.linalg.norm(v, axis=1)[:, None]
    return np.einsum('bi,bj->bij', u, u).reshape(-1, 9)
def half_logdet(M):
    s, ld = np.linalg.slogdet(M)
    assert np.all(np.abs(s - 1) < 1e-6)
    return 0.5 * ld
def phi_fcc(q, kk):
    return (4 * kk * np.sin(q @ bonds.T / 2) ** 2 @ dyads(bonds)).reshape(-1, 3, 3)
def g_fcc(x):
    return half_logdet(beta ** 2 / m * phi_fcc(x @ Brec, k))

# 1D chain: exact product
for n1 in (5, 64):
    assert abs(np.sum(np.log(2 * np.sin(pi * np.arange(1, n1) / n1))) - np.log(n1)) < 1e-11

def bz_average(g, nt, nu):
    t, wt = leggauss(nt); t = (t + 1) / 2; wt = wt / 2
    u, wu = leggauss(nu)
    Tt, U, V = [z.ravel() for z in np.meshgrid(t, u, u, indexing='ij')]
    W = np.einsum('i,j,k->ijk', wt * t ** 2 / 8, wu, wu).ravel()
    base = np.stack([np.ones_like(U), U, V], 1) * Tt[:, None] / 2
    tot = sum(2 * np.sum(W * (g(np.roll(base, s, axis=1)) - 3 * np.log(Tt))) for s in range(3))
    return tot - 1.0   # average of 3 ln t with weight 3 t^2
def grid_sum(g, N, shift=0.0):
    n = np.arange(N) - N // 2 + shift
    x = np.stack([z.ravel() for z in np.meshgrid(n, n, n, indexing='ij')], 1) / N
    return np.sum(g(x[np.any(x != 0, axis=1)]))
def points(B, rmax, shift=0.0, half=False):
    M = int(np.ceil(rmax * np.max(np.linalg.norm(np.linalg.inv(B).T, axis=1)))) + 1
    n = np.arange(-M, M + 1)
    I = np.stack([z.ravel() for z in np.meshgrid(n, n, n, indexing='ij')], 1)
    if half:
        I = I[(I[:, 0] * (2 * M + 1) + I[:, 1]) * (2 * M + 1) + I[:, 2] > 0]
    p = (I + shift) @ B
    r = np.linalg.norm(p, axis=1)
    keep = (r > 1e-12) & (r < rmax)
    return p[keep], r[keep]
def lam_ewald(B):
    zy = pi * points(B, 4.0)[1] ** 2
    zr = pi * points(np.linalg.inv(B).T, 4.0)[1] ** 2
    return 0.5 * (np.euler_gamma + np.log(pi) + 2 / 3 - np.sum(exp1(zy))
                  - np.sum(zr ** -1.5 * gamma(1.5) * gammaincc(1.5, zr)))

# half-sphere quadrature and kernels giving Z[a_l] for even angular functions
mu, wmu = leggauss(64); wmu = wmu[mu > 0]; mu = mu[mu > 0]
ph = 2 * pi * np.arange(128) / 128
sn = np.sqrt(1 - mu ** 2)
dirs = np.stack([np.outer(sn, np.cos(ph)).ravel(), np.outer(sn, np.sin(ph)).ravel(), np.repeat(mu, 128)], 1)
wdir = np.repeat(wmu, 128) / 128          # sums to 1
py, ry = points(Y, 4.4, half=True)
pr, rr = points(np.linalg.inv(Y).T, 4.4, half=True)
X = np.vstack([py / ry[:, None], pr / rr[:, None]]) @ dirs.T
lmax, kern = 40, {}
Pm, P = np.ones_like(X), X.copy()
for l in range(2, lmax + 1):
    Pm, P = P, ((2 * l - 1) * X * P - (l - 1) * Pm) / l
    if l % 2 == 0:
        pref = (-1) ** (l // 2) * np.exp(gammaln((l + 3) / 2) - gammaln(l / 2)) / pi ** 1.5
        w = np.concatenate([gammaincc(l / 2, pi * ry ** 2), pref * rr ** -3 * gammaincc((l + 3) / 2, pi * rr ** 2)])
        kern[l] = 2 * (2 * l + 1) * (w @ P)
def mean_and_alpha(fun):
    v = fun(dirs); mean = np.sum(wdir * v)
    terms = {l: np.sum(wdir * (v - mean) * kern[l]) for l in kern}
    assert abs(terms[lmax]) < 1e-5
    return mean, sum(terms.values()), terms

C11, C12, C44, rho = 2 * k / a0, k / a0, k / a0, m / Omega
def christoffel(u):
    M = (C12 + C44) * np.einsum('ni,nj->nij', u, u)
    d = C44 * np.sum(u ** 2, 1)[:, None] + (C11 - C12 - 2 * C44) * u ** 2
    return (M + d[:, :, None] * np.eye(3)) / rho
sum_ln_c = lambda u: half_logdet(christoffel(u))
qt = np.array([[0.3, -0.5, 0.81]])
assert np.allclose(phi_fcc(1e-4 * qt, k) / m / 1e-8, christoffel(qt), rtol=1e-6, atol=0)
rem = [g_fcc(e * qt @ np.linalg.inv(Brec))[0] - half_logdet(beta ** 2 * christoffel(e * qt))[0] for e in (0.02, 0.01)]
assert abs(rem[0] / rem[1] - 4) < 0.02

lam = lam_ewald(Y)
mean_lnc, alpha, terms = mean_and_alpha(sum_ln_c)
cbar = np.exp(mean_lnc / 3)
C = -3 * np.log(beta * cbar * kappa) + 3 * lam + alpha

# direct cutoff sums with W = Q(3, y^2/R^2); cutoff error is O(R^-6)
R = 6.0
mom = 4 * pi * R ** 3 * gamma(4.5) / 6
int_ln = mom * (np.log(R) + 0.5 * digamma(4.5) - 1 / 3)
def cutoff_sums(shift):
    p, r = points(Y, 40.0, shift)
    W = gammaincc(3, r ** 2 / R ** 2)
    return (np.sum(W) - mom, np.sum(W * np.log(r)) - int_ln,
            np.sum(W * (sum_ln_c(p / r[:, None]) - mean_lnc)))
z1, lam_d, alpha_d = cutoff_sums(0.0)
assert abs(z1 + 1) < 1e-7 and abs(lam_d - lam) < 1e-5 and abs(alpha_d - alpha) < 1e-4
z1s, lam_s, alpha_s = cutoff_sums(0.5)
assert abs(z1s) < 1e-7

# angular formula against the isotropic formula on a sheared lattice
S = np.array([[1.0, 0.08, 0.0], [0.08, 1.25, -0.1], [0.0, -0.1, 1.1]])
s3 = np.linalg.det(S) ** (1 / 3)
mq, aq, _ = mean_and_alpha(lambda u: np.log(np.linalg.norm(u @ S, axis=1)))
assert abs((lam_ewald(Y @ S / s3) - np.log(s3)) - (lam - mq + aq)) < 1e-7

gbar = bz_average(g_fcc, 36, 52)
assert abs(gbar - bz_average(g_fcc, 28, 40)) < 1e-10
Ns = (4, 8, 16, 24, 48)
E = {N: grid_sum(g_fcc, N) - N ** 3 * gbar for N in Ns}   # N^3 (f_N - f)/kT
Bc = {N: E[N] - 3 * np.log(N) for N in Ns}
slope = (E[48] - E[24]) / np.log(2)
C_grid = (4 * Bc[48] - Bc[24]) / 3
order = 3 + np.log2((Bc[24] - C) / (Bc[48] - C))
assert abs(slope - 3) < 0.01 and abs(C_grid - C) < 1e-4 and abs(order - 5) < 0.15

Es = {N: grid_sum(g_fcc, N, 0.5) - N ** 3 * gbar for N in (24, 48)}
Cs, Cs_grid = 3 * lam_s + alpha_s, (4 * Es[48] - Es[24]) / 3
assert abs(Cs_grid - Cs) < 3e-4 and abs(Es[48] - Es[24]) < 0.03
rho0 = (3 / (4 * pi)) ** (1 / 3)
sph_pred = 3 * lam + alpha + 3 * (np.log(rho0) - 1 / 3)
sph_grid = E[48] + 3 * (np.log(beta * cbar * kappa * rho0 / 48) - 1 / 3)
assert sph_grid > 0.3 and abs(sph_grid - sph_pred) < 5e-3

# diamond structure: first-neighbour spring k1, second-neighbour spring k2
k1, k2 = k, k / 4
dv = a0 / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
def D_dia(x):
    q = x @ Brec
    on = phi_fcc(q, k2) + k1 * dyads(dv).sum(0).reshape(3, 3)
    off = -k1 * (np.exp(1j * q @ dv.T) @ dyads(dv)).reshape(-1, 3, 3)
    M = np.zeros((len(q), 6, 6), complex)
    M[:, :3, :3] = on; M[:, 3:, 3:] = on; M[:, :3, 3:] = off; M[:, 3:, :3] = off.conj()
    return beta ** 2 / m * M
g_dia = lambda x: half_logdet(D_dia(x))
def lnc_dia(u, relaxed):
    M = (k2 * (u @ bonds.T) ** 2 @ dyads(bonds) + 0.5 * k1 * (u @ dv.T) ** 2 @ dyads(dv)).reshape(-1, 3, 3)
    Bm = k1 * ((u @ dv.T) @ dyads(dv)).reshape(-1, 3, 3)
    if relaxed:
        M = M - Bm @ Bm / (8 * k1 / 3)
    return half_logdet(M / m)
Cd = []
for relaxed in (True, False):
    mn, al, _ = mean_and_alpha(lambda u: lnc_dia(u, relaxed))
    Cd.append(-3 * np.log(beta * kappa) - mn + 3 * lam + al)
g_opt = 0.5 * np.sum(np.log(np.linalg.eigvalsh(D_dia(np.zeros((1, 3)))[0])[3:]))
# small q: the full 6x6 determinant against optical part plus acoustic determinant
def small_q_gap(e, relaxed):
    return g_dia(e * qt @ np.linalg.inv(Brec))[0] - g_opt - 3 * np.log(beta) - lnc_dia(e * qt, relaxed)[0]
gap_r = [small_q_gap(e, True) for e in (0.01, 0.005)]
gap_u = small_q_gap(0.005, False)
assert abs(gap_r[1]) < 1e-3
assert abs(gap_r[0] / gap_r[1] - 4) < 0.05
assert abs(gap_u) > 0.05
gd = bz_average(g_dia, 36, 52)
assert abs(gd - bz_average(g_dia, 30, 44)) < 3e-10
Bd = {N: grid_sum(g_dia, N) + g_opt - N ** 3 * gd - 3 * np.log(N) for N in (16, 24, 32, 36, 48)}
# extrapolation to 1/N^2 = 0 through three grids removes the N^-2 and N^-4 terms
trio = (24, 36, 48)
Cd_grid = sum(Bd[N] * np.prod([1 / (1 - (M / N) ** 2) for M in trio if M != N]) for N in trio)
Cd_two = [(4 * Bd[2 * N] - Bd[N]) / 3 for N in (16, 24)]
assert abs(Cd_grid - Cd[0]) < 3e-4
assert abs(Cd_grid - Cd[1]) > 0.05

print(f"a = {a0} bohr, k = {k} hartree/bohr^2, M = {mass_u} u = {m:.1f} m_e")
print(f"T = {T} K, kT = {kT:.6e} hartree")
print(f"Omega = {Omega:.4f} bohr^3, kappa = {kappa:.6f} 1/bohr, rho = {rho:.3f} m_e/bohr^3")
print(f"C11 = {C11:.6e}, C12 = C44 = {C44:.6e} hartree/bohr^3")
print(f"omega_max = sqrt(8k/M) = {np.sqrt(8*k/m):.5e} hartree, beta*omega_max = {beta*np.sqrt(8*k/m):.4f}")
print(f"cbar = {cbar:.6e} a.u. of velocity")
print(f"beta cbar kappa = {beta*cbar*kappa:.6f}, -3 ln of it = {-3*np.log(beta*cbar*kappa):.6f}")
print(f"lambda: theta formula {lam:.7f}, cutoff sum {lam_d:.7f}; simple cubic {lam_ewald(np.eye(3)):.7f}")
print("Z[a_l], l=4,6,8,10,12: " + ", ".join(f"{terms[l]:.6f}" for l in (4, 6, 8, 10, 12)))
print(f"alpha: harmonic series {alpha:.6f}, cutoff sum {alpha_d:.6f}; Z[1] = {z1:.8f}")
print(f"C: formula {C:.6f}, grid extrapolation {C_grid:.6f}")
print(f"N*omega_eff = {cbar*kappa*np.exp(-lam-alpha/3):.6e} hartree, exp(-lam-alpha/3) = {np.exp(-lam-alpha/3):.6f}")
print(f"<g> = {gbar:.10f}, f = {kT*gbar:.9e} hartree = {kT*gbar*meV:.5f} meV per cell")
for N in Ns:
    err, pred = kT * E[N] / N ** 3, kT * (3 * np.log(N) + C) / N ** 3
    print(f"N={N}: f_N = {kT*gbar+err:.8e}, f_N-f = {err:.5e} hartree")
    print(f"  predicted {pred:.5e}, after correction {err-pred:.3e} hartree")
    print(f"  N^3 err/kT = {E[N]:.6f}, 3 ln N = {3*np.log(N):.6f}, minus 3lnN+C = {Bc[N]-C:.3e}")
for N in (4, 8):
    print(f"N={N}: raw error {kT*E[N]/N**3*meV:.4f} meV, corrected {kT*(Bc[N]-C)/N**3*meV:.5f} meV")
print(f"slope of N^3 err/kT in ln N (24,48) = {slope:.5f}; residual order = {order:.3f}")
print(f"sphere recipe: rho0 = {rho0:.6f}, leftover N^3 err/kT formula {sph_pred:.5f}, N=48 {sph_grid:.5f}")
print(f"shifted grid N^3 err/kT: N=24 {Es[24]:.5f}, N=48 {Es[48]:.5f}, formula {Cs:.5f}")
print(f"diamond model k1 = {k1}, k2 = {k2} hartree/bohr^2, g_opt(0) = {g_opt:.6f}")
print(f"diamond small-q gap in g: relaxed {gap_r[0]:.3e}, {gap_r[1]:.3e} (q halved); unrelaxed {gap_u:.5f}")
print(f"diamond C: three-grid {Cd_grid:.6f}, relaxed {Cd[0]:.6f}, unrelaxed {Cd[1]:.6f}")
print(f"diamond two-grid C minus relaxed: (16,32) {Cd_two[0]-Cd[0]:.3e}, (24,48) {Cd_two[1]-Cd[0]:.3e}")
print("done: every assertion held")
```

Running it gives:

```
a = 7.0 bohr, k = 0.02 hartree/bohr^2, M = 60.0 u = 109373.3 m_e
T = 600.0 K, kT = 1.900087e-03 hartree
Omega = 85.7500 bohr^3, kappa = 1.424848 1/bohr, rho = 1275.490 m_e/bohr^3
C11 = 5.714286e-03, C12 = C44 = 2.857143e-03 hartree/bohr^3
omega_max = sqrt(8k/M) = 1.20950e-03 hartree, beta*omega_max = 0.6365
cbar = 1.588854e-03 a.u. of velocity
beta cbar kappa = 1.191459, -3 ln of it = -0.525536
lambda: theta formula 1.1376262, cutoff sum 1.1376261; simple cubic 1.1109537
Z[a_l], l=4,6,8,10,12: -0.128516, 0.138765, -0.104227, 0.006136, -0.006158
alpha: harmonic series -0.093842, cutoff sum -0.093840; Z[1] = -1.00000000
C: formula 2.793501, grid extrapolation 2.793523
N*omega_eff = 7.488119e-04 hartree, exp(-lam-alpha/3) = 0.330765
<g> = -2.6416972302, f = -5.019454401e-03 hartree = -136.58631 meV per cell
N=4: f_N = -4.82440668e-03, f_N-f = 1.95048e-04 hartree
  predicted 2.06408e-04, after correction -1.136e-05 hartree
  N^3 err/kT = 6.569728, 3 ln N = 4.158883, minus 3lnN+C = -3.827e-01
N=8: f_N = -4.98621895e-03, f_N-f = 3.32354e-05 hartree
  predicted 3.35181e-05, after correction -2.826e-07 hartree
  N^3 err/kT = 8.955669, 3 ln N = 6.238325, minus 3lnN+C = -7.616e-02
N=16: f_N = -5.01430795e-03, f_N-f = 5.14645e-06 hartree
  predicted 5.15439e-06, after correction -7.940e-09 hartree
  N^3 err/kT = 11.094150, 3 ln N = 8.317766, minus 3lnN+C = -1.712e-02
N=24: f_N = -5.01776101e-03, f_N-f = 1.69339e-06 hartree
  predicted 1.69442e-06, after correction -1.029e-09 hartree
  N^3 err/kT = 12.320173, 3 ln N = 9.534161, minus 3lnN+C = -7.490e-03
N=48: f_N = -5.01920690e-03, f_N-f = 2.47497e-07 hartree
  predicted 2.47529e-07, after correction -3.188e-11 hartree
  N^3 err/kT = 14.405248, 3 ln N = 11.613603, minus 3lnN+C = -1.856e-03
N=4: raw error 5.3075 meV, corrected -0.30914 meV
N=8: raw error 0.9044 meV, corrected -0.00769 meV
slope of N^3 err/kT in ln N (24,48) = 3.00813; residual order = 5.013
sphere recipe: rho0 = 0.620350, leftover N^3 err/kT formula 0.88662, N=48 0.88477
shifted grid N^3 err/kT: N=24 0.09518, N=48 0.09554, formula 0.09566
diamond model k1 = 0.02, k2 = 0.005 hartree/bohr^2, g_opt(0) = -3.003007
diamond small-q gap in g: relaxed 6.335e-05, 1.585e-05 (q halved); unrelaxed -0.41038
diamond C: three-grid 4.707754, relaxed 4.707754, unrelaxed 4.293758
diamond two-grid C minus relaxed: (16,32) 3.075e-04, (24,48) 5.890e-05
done: every assertion held
```
